# Cyclopentane pseudorotation as a free rotor: leading order and first corrections: a numerical check

```python
"""Pseudorotation of a five-membered CH2 ring as a free rotor.

Result under test: with Cremer-Pople puckering coordinates
    z_j = sqrt(2/5) q cos(phi + 4 pi (j-1)/5),  j = 1..5,
the levels are E_l = B l^2 with integer l and B = 1/(2 mu q^2) (atomic units),
    mu = m_C + 2 m_H [(1 + h_r cot(18 deg)/r)^2 + 10 h_z^2/r^2].
r: CC length; h_r, h_z: hydrogen offsets from carbon along the outward bisector
and along the normal of the local CCC plane; q: amplitude; phi: phase.
The prefactor 1/8 belongs to the half-angle phi/2, not to phi.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation

electron_mass = const.m_e
dalton = const.physical_constants["atomic mass constant"][0] / electron_mass
to_cm = const.physical_constants["hartree-inverse meter relationship"][0] / 100
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
mass_c = 12 * dalton                      # carbon-12 by definition
mass_h = const.m_p / electron_mass + 1    # proton plus electron

# Round model parameters
r_cc, r_ch, q0 = 2.9, 2.1, 0.8
half_hch = 0.5 * np.arccos(-1 / 3)
h_r, h_z = r_ch * np.cos(half_hch), r_ch * np.sin(half_hch)
planar_barrier, phase_barrier = 0.008, 5e-5

site = np.arange(5)
following = (site + 1) % 5
preceding = (site - 1) % 5


def ring_geometry(q, phi):
    """Five C then ten H; equal CC bonds, small in-plane displacement."""
    z = np.sqrt(2 / 5) * q * np.cos(phi + 4 * np.pi * site / 5)
    radius = r_cc / (2 * np.sin(np.pi / 5))
    # numbered clockwise seen from +z, so the Cremer-Pople normal is +z
    angle = -2 * np.pi * site / 5
    plane = radius * np.column_stack([np.cos(angle), np.sin(angle)])
    target = r_cc**2 - (z[following] - z)**2
    for _ in range(9):
        bond = plane[following] - plane
        residual = target - np.sum(bond**2, axis=1)
        jac = np.zeros((5, 5, 2))
        jac[site, following] = 2 * bond
        jac[site, site] = -2 * bond
        jac = jac.reshape(5, 10)
        step = jac.T @ np.linalg.solve(jac @ jac.T, residual)
        plane = plane + step.reshape(5, 2)
    carbon = np.column_stack([plane, z])
    to_next = (carbon[following] - carbon) / r_cc
    to_prev = (carbon[preceding] - carbon) / r_cc
    outward = -(to_next + to_prev)
    outward /= np.linalg.norm(outward, axis=1)[:, None]
    normal = np.cross(to_next, to_prev)
    normal /= np.linalg.norm(normal, axis=1)[:, None]
    return np.vstack([carbon, carbon + h_r * outward + h_z * normal,
                      carbon + h_r * outward - h_z * normal])


def cremer_pople(carbon):
    """Amplitude and phase from Cartesian carbon positions."""
    centred = carbon - carbon.mean(axis=0)
    first = np.sin(2 * np.pi * site / 5) @ centred
    second = np.cos(2 * np.pi * site / 5) @ centred
    normal = np.cross(first, second)
    z = centred @ (normal / np.linalg.norm(normal))
    x = np.sqrt(2 / 5) * np.sum(z * np.cos(4 * np.pi * site / 5))
    y = -np.sqrt(2 / 5) * np.sum(z * np.sin(4 * np.pi * site / 5))
    return np.hypot(x, y), np.arctan2(y, x) % (2 * np.pi)


def reduced_metric(q, phi, m_carbon, m_hydrogen):
    """Kinetic metric in (q, phi) at zero total linear and angular momentum."""
    mass = np.r_[np.full(5, m_carbon), np.full(10, m_hydrogen)]
    h = 1e-4
    x = ring_geometry(q, phi)
    x = x - mass @ x / mass.sum()
    tangents = [
        (ring_geometry(q + h, phi) - ring_geometry(q - h, phi)) / (2 * h),
        (ring_geometry(q, phi + h) - ring_geometry(q, phi - h)) / (2 * h)]
    tangents = np.array([t - mass @ t / mass.sum() for t in tangents])
    inertia = np.sum(mass * np.sum(x**2, axis=1)) * np.eye(3)
    inertia -= (x * mass[:, None]).T @ x
    coupling = np.array([mass @ np.cross(x, t) for t in tangents])
    metric = np.einsum("i,aik,bik->ab", mass, tangents, tangents)
    return metric - coupling @ np.linalg.solve(inertia, coupling.T)


# The coordinate convention, recovered from a rotated and shifted molecule
turn = Rotation.from_euler("xyz", [0.4, -0.9, 1.7]).as_matrix()
for test_phi in (0.3, 2.1, 5.0):
    moved = ring_geometry(q0, test_phi)[:5] @ turn.T + np.array([1., 2., -3.])
    assert np.allclose(cremer_pople(moved), (q0, test_phi), atol=1e-10)

# Effective mass: formula against differentiated three-dimensional geometries
cot18, tan36 = 1 / np.tan(np.pi / 10), np.tan(np.pi / 5)
assert abs(cot18**2 + tan36**2 - 10) < 1e-12
mu = mass_c + 2 * mass_h * ((1 + h_r * cot18 / r_cc)**2
                          + 10 * h_z**2 / r_cc**2)
mass_ch2 = mass_c + 2 * mass_h
small = reduced_metric(0.02, 0.7, mass_c, mass_h)
double = reduced_metric(0.04, 0.7, mass_c, mass_h)
error_small = small[1, 1] / (mu * 0.02**2) - 1
error_double = double[1, 1] / (mu * 0.04**2) - 1
assert abs(error_small) < 2e-3              # remainder is of order q^2
assert abs(error_double / error_small - 4) < 0.2
assert abs(small[0, 0] / mu - 1) < 5e-3     # same mass for radial motion
assert abs(small[0, 1]) < 2e-3 * mu * 0.02
point = reduced_metric(0.02, 0.7, mass_ch2, 0.0)
assert abs(point[1, 1] / (mass_ch2 * 0.02**2) - 1) < 2e-3

b_rigid = 1 / (2 * mu * q0**2)
b_point = 1 / (2 * mass_ch2 * q0**2)
b_misused = 1 / (8 * mass_ch2 * q0**2)

# Finite amplitude: moment along one symmetry period of the phase
moments = np.array([reduced_metric(q0, p, mass_c, mass_h)[1, 1]
                    for p in np.linspace(0, np.pi / 5, 9)])
moment_mean = moments[:-1].mean()
moment_spread = np.ptp(moments) / moment_mean
b_finite = 1 / (2 * moment_mean)
assert abs(moments[0] / moments[-1] - 1) < 1e-6
assert moment_spread < 0.02
assert 1 < b_finite * to_cm < 10            # "a few wavenumbers"

# Two-dimensional Hamiltonian in Cartesian puckering coordinates
spacing, points = 0.08, 36
grid = (np.arange(points) - (points - 1) / 2) * spacing
difference = np.subtract.outer(np.arange(points), np.arange(points))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(difference) / safe**2)
kinetic /= 2 * mu * spacing**2
q_squared = np.add.outer(grid**2, grid**2).ravel()
hamiltonian = np.kron(kinetic, np.eye(points))
hamiltonian += np.kron(np.eye(points), kinetic)
hamiltonian += np.diag(planar_barrier * (q_squared / q0**2 - 1)**2)
levels, vectors = eigh(hamiltonian, subset_by_index=[0, 6])
b_average = np.sum(vectors[:, 0]**2 / q_squared) / (2 * mu)
pairs = levels[1:].reshape(3, 2)
gaps = pairs.mean(axis=1) - levels[0]
assert np.all(np.abs(pairs[:, 1] - pairs[:, 0]) < 1e-3 * b_average)
# two per cent allows for centrifugal distortion of the amplitude
assert np.allclose(gaps / b_average, [1, 4, 9], rtol=0.02)
radial_quantum = np.sqrt(8 * planar_barrier / (q0**2 * mu))
assert radial_quantum > 20 * b_average


# Symmetry of a phase-dependent energy, tested on the nuclear repulsion
def phase_harmonics(q):
    charge = np.r_[np.full(5, 6.0), np.ones(10)]
    i, j = np.triu_indices(15, 1)
    energy = []
    for p in 2 * np.pi * np.arange(40) / 40:
        x = ring_geometry(q, p)
        distance = np.linalg.norm(x[i] - x[j], axis=1)
        energy.append(np.sum(charge[i] * charge[j] / distance))
    return 2 * np.abs(np.fft.rfft(energy)) / 40


harmonics = phase_harmonics(q0)
assert harmonics[10] > 1e3 * harmonics[1:10].max()
q_low, q_high = 0.24, 0.30
power = np.log(phase_harmonics(q_high)[10] / phase_harmonics(q_low)[10])
power /= np.log(q_high / q_low)
assert abs(power - 10) < 1                  # finite q shifts the exponent

# Hindered rotor with barrier W: V = (W/2)(1 - cos 10 phi)
l_values = np.arange(-45, 46)
rotor = np.diag(b_rigid * l_values**2 + phase_barrier / 2)
rotor -= phase_barrier / 4 * (np.eye(91, k=10) + np.eye(91, k=-10))
hindered = np.linalg.eigvalsh(rotor)
gap_hindered = hindered[1] - hindered[0]
gap_shift = -phase_barrier**2 / (16 * b_rigid) * (1 / 48 - 1 / 50)
split_five = hindered[10] - hindered[9]
assert abs((gap_hindered - b_rigid) / gap_shift - 1) < 0.02
assert abs(split_five / (phase_barrier / 2) - 1) < 0.02

print(f"CC length r                          {r_cc:.2f} bohr")
print(f"CH length                            {r_ch:.2f} bohr")
print(f"HCH angle                            {np.degrees(2*half_hch):.2f} deg")
print(f"offset h_r                           {h_r:.4f} bohr")
print(f"offset h_z                           {h_z:.4f} bohr")
print(f"puckering amplitude q                {q0:.2f} bohr")
print(f"puckering amplitude q                {q0*bohr_angstrom:.3f} angstrom")
print(f"cot 18 deg                           {cot18:.4f}")
print(f"tan 36 deg                           {tan36:.4f}")
print(f"carbon mass                          {mass_c:.1f} m_e")
print(f"hydrogen mass                        {mass_h:.1f} m_e")
print(f"CH2 point mass                       {mass_ch2:.1f} m_e")
print(f"effective mass mu                    {mu:.1f} m_e")
print(f"effective mass mu                    {mu/dalton:.2f} u")
print(f"mu / CH2 mass                        {mu/mass_ch2:.3f}")
print(f"B = 1/(2 mu q^2)                     {b_rigid:.4e} hartree")
print(f"B = 1/(2 mu q^2)                     {b_rigid*to_cm:.3f} cm^-1")
print(f"B with CH2 point mass                {b_point*to_cm:.3f} cm^-1")
print(f"1/(8 m q^2), CH2 point mass          {b_misused*to_cm:.3f} cm^-1")
print(f"1/(8 mu q^2), half-angle constant    {b_rigid*to_cm/4:.3f} cm^-1")
for q_test in (0.7, 0.9):
    b_test = to_cm / (2 * mu * q_test**2)
    print(f"B at q = {q_test:.1f} bohr                    {b_test:.3f} cm^-1")
print(f"finite-q moment / (mu q^2)           {moment_mean/(mu*q0**2):.4f}")
print(f"finite-q moment spread over phi      {moment_spread:.1e} (relative)")
print(f"B from finite-q moment               {b_finite*to_cm:.3f} cm^-1")
print(f"planar barrier                       {planar_barrier:.4f} hartree")
print(f"planar barrier                       {planar_barrier*to_cm:.0f} cm^-1")
print(f"harmonic radial quantum              {radial_quantum*to_cm:.1f} cm^-1")
print(f"B averaged over radial state         {b_average*to_cm:.3f} cm^-1")
for number, gap in enumerate(gaps, 1):
    print(f"2D level l = +-{number} above l = 0         {gap*to_cm:.3f} cm^-1")
    print(f"  same divided by averaged B         {gap/b_average:.4f}")
print(f"fitted power of q in cos(10 phi)     {power:.2f}")
print(f"pseudorotation barrier W             {phase_barrier:.1e} hartree")
print(f"pseudorotation barrier W             {phase_barrier*to_cm:.2f} cm^-1")
print(f"W / B                                {phase_barrier/b_rigid:.3f}")
print(f"first gap with barrier W             {gap_hindered*to_cm:.4f} cm^-1")
print(f"shift of first gap, formula          {gap_shift*to_cm:.5f} cm^-1")
print(f"splitting of l = +-5                 {split_five*to_cm:.3f} cm^-1")
print("ALL CHECKS PASSED")
```

It prints:

```
CC length r                          2.90 bohr
CH length                            2.10 bohr
HCH angle                            109.47 deg
offset h_r                           1.2124 bohr
offset h_z                           1.7146 bohr
puckering amplitude q                0.80 bohr
puckering amplitude q                0.423 angstrom
cot 18 deg                           3.0777
tan 36 deg                           0.7265
carbon mass                          21874.7 m_e
hydrogen mass                        1837.2 m_e
CH2 point mass                       25549.0 m_e
effective mass mu                    53932.7 m_e
effective mass mu                    29.59 u
mu / CH2 mass                        2.111
B = 1/(2 mu q^2)                     1.4486e-05 hartree
B = 1/(2 mu q^2)                     3.179 cm^-1
B with CH2 point mass                6.711 cm^-1
1/(8 m q^2), CH2 point mass          1.678 cm^-1
1/(8 mu q^2), half-angle constant    0.795 cm^-1
B at q = 0.7 bohr                    4.152 cm^-1
B at q = 0.9 bohr                    2.512 cm^-1
finite-q moment / (mu q^2)           1.0183
finite-q moment spread over phi      5.9e-07 (relative)
B from finite-q moment               3.122 cm^-1
planar barrier                       0.0080 hartree
planar barrier                       1756 cm^-1
harmonic radial quantum              298.9 cm^-1
B averaged over radial state         3.408 cm^-1
2D level l = +-1 above l = 0         3.406 cm^-1
  same divided by averaged B         0.9994
2D level l = +-2 above l = 0         13.600 cm^-1
  same divided by averaged B         3.9900
2D level l = +-3 above l = 0         30.506 cm^-1
  same divided by averaged B         8.9503
fitted power of q in cos(10 phi)     9.90
pseudorotation barrier W             5.0e-05 hartree
pseudorotation barrier W             10.97 cm^-1
W / B                                3.452
first gap with barrier W             3.1773 cm^-1
shift of first gap, formula          -0.00197 cm^-1
splitting of l = +-5                 5.487 cm^-1
ALL CHECKS PASSED
```
